**Spin-1 Pake pattern and fast methyl averaging**

The program tests that a deuteron with axial quadrupole coupling $C$ has lines at $\nu_L\pm\frac34CP_2(\cos\theta)$, and that fast three-site methyl jumps replace $C$ by $CP_2(\cos\beta)=-C/3$. Here $\nu_L$ is the Larmor frequency, $\theta$ the angle between the field and the gradient axis, and $\beta$ the angle between a C–D bond and the methyl axis. Diagonalization of the full spin Hamiltonian is compared with the first-order splitting, the common second-order shift and the horn and edge separations. Powder histograms from 20,000 field directions are compared with the analytic line density, for the static and the averaged tensor. Further assertions cover the axial symmetry of the three-site average, its failure for two sites, and the position and width of the line in a secular exchange model. For $C=170$ kHz the output shows the horn separation falling from 127.5 to 42.5 kHz and the edge separation from 255 to 85 kHz. A change of one degree in $\beta$ alters the reduced coupling by about 5%.

## Verification by program

```python
# Result under test: a spin-1 nucleus with axial quadrupole coupling C has lines
# at nuL +- (3/4) C P2(cos theta); its powder spectrum is the Pake pattern, and
# fast three-site methyl jumps replace C by C*P2(cos beta) = -C/3.
# C = e Q Vzz / h (kHz), nuL = Larmor frequency (kHz), theta = angle between
# field and gradient axis, beta = angle between C-D bond and methyl axis,
# k = jump rate from one site to each of the other two (1/s).
# "Offset" is half the signed difference of the two line frequencies.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

C = 170.0
nuL = 1.0e5
temperature = 300.0
r = 1 / np.sqrt(2)
Ix = np.array([[0, r, 0], [r, 0, r], [0, r, 0]], complex)
Iy = np.array([[0, -1j*r, 0], [1j*r, 0, -1j*r], [0, 1j*r, 0]])
Iz = np.diag([1.0, 0.0, -1.0]).astype(complex)
spin = np.array([Ix, Iy, Iz])


def P2(c):
    return (3 * c**2 - 1) / 2


def axial_tensor(n):
    return C * (3 * np.outer(n, n) - np.eye(3)) / 2


def hamiltonian(tensor, fields):
    zeeman = -nuL * np.einsum('na,aij->nij', fields, spin)
    return zeeman + 0.5 * np.einsum('ab,aij,bjk->ik', tensor, spin, spin)


def lines(tensor, fields):
    """Signed offset and common shift (kHz) from full diagonalization."""
    E = np.linalg.eigvalsh(hamiltonian(tensor, np.atleast_2d(fields)))
    first, second = E[:, 1] - E[:, 0], E[:, 2] - E[:, 1]
    return (second - first) / 2, (second + first) / 2 - nuL


def principal(tensor):
    """Largest principal value and asymmetry parameter."""
    w = np.linalg.eigvalsh(tensor)
    w = w[np.argsort(abs(w))]
    return w[2], abs((w[0] - w[1]) / w[2])


# Quadrupole operator of an axial gradient, written with the spin along n
n_test = np.array([0.48, 0.60, 0.64])
In = np.einsum('a,aij->ij', n_test, spin)
HQ = hamiltonian(axial_tensor(n_test), np.zeros((1, 3)))[0]
assert np.allclose(HQ, C / 4 * (3 * In @ In - 2 * np.eye(3)), atol=1e-10)

# Line positions and second-order shift against diagonalization
theta = np.linspace(0, np.pi / 2, 181)
fields = np.stack([np.sin(theta), 0 * theta, np.cos(theta)], axis=1)
offset, shift = lines(axial_tensor(np.array([0.0, 0.0, 1.0])), fields)
assert np.max(abs(offset - 0.75 * C * P2(np.cos(theta)))) < 1e-3
s2 = np.sin(theta)**2
shift_formula = 9 * C**2 / (128 * nuL) * (4 * s2 - 3 * s2**2)
assert np.max(abs(shift - shift_formula)) < 1e-5

# Equal transition strengths, up to small state mixing of order C/nuL
H = hamiltonian(axial_tensor(n_test), np.array([[0.0, 0.0, 1.0]]))[0]
vec = np.linalg.eigh(H)[1]
M = abs(vec.conj().T @ Ix @ vec)**2
assert abs(M[0, 1] - 0.5) < 5e-3 and abs(M[1, 2] - 0.5) < 5e-3

# Methyl geometry from alternate corners of a cube
axis = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
bonds = np.array([[1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
beta = np.arccos(bonds[0] @ axis)
mean_tensor = sum(axial_tensor(b) for b in bonds) / 3
C_methyl, eta_methyl = principal(mean_tensor)
assert abs(C_methyl + C / 3) < 1e-9 and eta_methyl < 1e-9
assert np.allclose(mean_tensor @ axis, C_methyl * axis)


def site_average(angle, sites):
    total = np.zeros((3, 3))
    for phi in 2 * np.pi * np.arange(sites) / sites:
        total += axial_tensor(np.array([np.sin(angle) * np.cos(phi),
                                        np.sin(angle) * np.sin(phi),
                                        np.cos(angle)]))
    return total / sites


# Three sites equal many sites for any cone angle; two sites do not
for angle in (0.4, 0.9, 1.3, beta):
    expected = C * P2(np.cos(angle)) * np.diag([-0.5, -0.5, 1.0])
    assert np.allclose(site_average(angle, 3), expected, atol=1e-9)
    assert np.allclose(site_average(angle, 360), expected, atol=1e-9)
eta_two = principal(site_average(beta, 2))[1]
assert eta_two > 0.1

# Powder patterns: sphere of field directions against the analytic density
N = 20000
i = np.arange(N)
u = 1 - (2 * i + 1) / N
phi = i * np.pi * (3 - np.sqrt(5))
sphere = np.stack([np.sqrt(1 - u**2) * np.cos(phi),
                   np.sqrt(1 - u**2) * np.sin(phi), u], axis=1)


def branch_fraction(lo, hi):
    lo, hi = max(lo, -0.5), min(hi, 1.0)
    if hi <= lo:
        return 0.0
    return quad(lambda x: 1 / np.sqrt(3 * (1 + 2 * x)), lo, hi)[0]


edges = np.linspace(-1.05, 1.05, 8)
law = np.array([(branch_fraction(a, b) + branch_fraction(-b, -a)) / 2
                for a, b in zip(edges[:-1], edges[1:])])
assert abs(law.sum() - 1) < 1e-7
outside = []
for tensor, coupling in ((axial_tensor(bonds[0]), C), (mean_tensor, -C / 3)):
    x = lines(tensor, sphere)[0] / (0.75 * coupling)
    counts = np.histogram(np.concatenate([x, -x]), edges)[0] / (2 * N)
    assert np.max(abs(counts - law)) < 2e-3   # finite set of directions
    outside.append(np.mean(x > 0.5))
outside_law = 1 - np.sqrt(2 / 3)
assert max(abs(np.array(outside) - outside_law)) < 2e-3

# Horn and edge separations from diagonalization
perp = bonds[0] - (bonds[0] @ axis) * axis
perp /= np.linalg.norm(perp)
bond_perp = np.array([0.0, 1.0, -1.0]) / np.sqrt(2)
static_horn = 2 * abs(lines(axial_tensor(bonds[0]), bond_perp)[0][0])
static_edge = 2 * abs(lines(axial_tensor(bonds[0]), bonds[0])[0][0])
methyl_horn = 2 * abs(lines(mean_tensor, perp)[0][0])
methyl_edge = 2 * abs(lines(mean_tensor, axis)[0][0])
for value, expected in ((static_horn, 3*C/4), (static_edge, 3*C/2),
                        (methyl_horn, C/4), (methyl_edge, C/2)):
    assert abs(value - expected) < 2e-3


def exchange(offsets, k):
    """Eigenvalues (1/s) and signal weights of three-site exchange."""
    L = 2j * np.pi * np.diag(offsets * 1e3) + k * (np.ones((3, 3))
                                                  - 3 * np.eye(3))
    lam, v = np.linalg.eig(L)
    return lam, v.sum(axis=0)**2 / (3 * (v**2).sum(axis=0))


k_fast, k_slow = 1e8, 1e3
for direction in (n_test / np.linalg.norm(n_test), perp):
    sites = np.array([lines(axial_tensor(b), direction)[0][0] for b in bonds])
    lam, weight = exchange(sites, k_fast)
    j = np.argmax(lam.real)
    position = lam[j].imag / (2e3 * np.pi)
    width = -lam[j].real / np.pi
    width_law = 4 * np.pi * np.var(sites * 1e3) / (3 * k_fast)
    assert abs(position - lines(mean_tensor, direction)[0][0]) < 2e-3
    assert abs(width / width_law - 1) < 1e-3
    assert abs(weight[j] - 1) < 1e-3
    slow = np.sort(exchange(sites, k_slow)[0].imag) / (2e3 * np.pi)
    assert np.max(abs(slow - np.sort(sites))) < 0.1

beta_deg = np.degrees(beta)
C_minus = site_average(np.radians(beta_deg - 1), 3)[2, 2]
C_plus = site_average(np.radians(beta_deg + 1), 3)[2, 2]
boltz = const.h * nuL * 1e3 / (const.k * temperature)
assert boltz < 1e-3

print(f"Static coupling C: {C:.1f} kHz")
print(f"Larmor frequency: {nuL/1e3:.1f} MHz")
print(f"Temperature: {temperature:.0f} K")
print(f"Zeeman quantum / thermal energy: {boltz:.2e} (no unit)")
print(f"Static horn separation: {static_horn:.2f} kHz")
print(f"Static edge separation: {static_edge:.2f} kHz")
print(f"Largest common second-order shift: {shift.max()*1e3:.1f} Hz")
print(f"Angle of largest shift: {np.degrees(theta[shift.argmax()]):.1f} deg")
print(f"Powder fraction outside horns, law: {outside_law:.4f} (no unit)")
print(f"Same, static, diagonalized: {outside[0]:.4f} (no unit)")
print(f"Same, methyl, diagonalized: {outside[1]:.4f} (no unit)")
print(f"Angle of bond (C to D) to axis (C to C): {beta_deg:.3f} deg")
print(f"Scaling factor from averaged tensor: {C_methyl/C:.6f} (no unit)")
print(f"Methyl coupling: {C_methyl:.2f} kHz")
print(f"Methyl horn separation: {methyl_horn:.2f} kHz")
print(f"Methyl edge separation: {methyl_edge:.2f} kHz")
print(f"Asymmetry for two opposite sites: {eta_two:.3f} (no unit)")
print("Field perpendicular to methyl axis, in the plane of bond 1:")
for number, value in enumerate(sites, 1):
    print(f"  Offset at site {number}: {value:.2f} kHz")
print(f"  Rms spread of site offsets: {np.std(sites):.2f} kHz")
print(f"  Fast jump rate k: {k_fast:.1e} 1/s")
print(f"  Fast line offset: {position:.2f} kHz")
print(f"  Fast line full width at half height: {width:.1f} Hz")
print(f"  Slow jump rate tested: {k_slow:.1e} 1/s")
print(f"Methyl coupling, angle 1 deg smaller: {C_minus:.2f} kHz")
print(f"Methyl coupling, angle 1 deg larger: {C_plus:.2f} kHz")
print("PASS")
```

It prints:

```
Static coupling C: 170.0 kHz
Larmor frequency: 100.0 MHz
Temperature: 300 K
Zeeman quantum / thermal energy: 1.60e-05 (no unit)
Static horn separation: 127.50 kHz
Static edge separation: 255.00 kHz
Largest common second-order shift: 27.1 Hz
Angle of largest shift: 54.5 deg
Powder fraction outside horns, law: 0.1835 (no unit)
Same, static, diagonalized: 0.1834 (no unit)
Same, methyl, diagonalized: 0.1837 (no unit)
Angle of bond (C to D) to axis (C to C): 109.471 deg
Scaling factor from averaged tensor: -0.333333 (no unit)
Methyl coupling: -56.67 kHz
Methyl horn separation: 42.50 kHz
Methyl edge separation: 85.00 kHz
Asymmetry for two opposite sites: 0.200 (no unit)
Field perpendicular to methyl axis, in the plane of bond 1:
  Offset at site 1: 106.25 kHz
  Offset at site 2: -21.25 kHz
  Offset at site 3: -21.25 kHz
  Rms spread of site offsets: 60.10 kHz
  Fast jump rate k: 1.0e+08 1/s
  Fast line offset: 21.25 kHz
  Fast line full width at half height: 151.3 Hz
  Slow jump rate tested: 1.0e+03 1/s
Methyl coupling, angle 1 deg smaller: -59.40 kHz
Methyl coupling, angle 1 deg larger: -53.81 kHz
PASS
```
